# Shot noise in the threshold voltage of a charge-trap memory cell: a program that tests the result

```python
"""Threshold spread of a charge-trap cell caused by random electron number.

Result under test: if the captured number n is Poisson with mean N and each
electron shifts the threshold by v, the standard deviation is v*sqrt(N).
For N = 200 and a mean shift N*v = 3 V this is about 0.2 V.
Also tested: the electrostatic formula for v, unequal electron weights,
a finite number of traps, and capture slowed by the stored charge.
Symbols: A cell area, y depth in the nitride from the blocking oxide,
c relative standard deviation of the single-electron shift,
a fractional fall of the capture rate per stored electron.
"""
import numpy as np
from scipy.constants import e as q, epsilon_0
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.stats import binom, poisson

mean_number = 200
mean_shift = 3.0                       # V
tunnel_nm, nitride_nm, blocking_nm = 4.0, 6.0, 8.0
eps_oxide, eps_nitride = 3.9, 7.5

# Single-electron shift and the cell area that gives the stated mean shift
def length_over_eps(y_nm):
    return (blocking_nm / eps_oxide + y_nm / eps_nitride) * 1e-9

area = (mean_number * q * length_over_eps(nitride_nm / 2)
        / (epsilon_0 * mean_shift))    # m^2

def electron_shift(y_nm):
    return q * length_over_eps(y_nm) / (epsilon_0 * area)

v = mean_shift / mean_number
capacitance = mean_number * q / mean_shift
sigma_main = v * np.sqrt(mean_number)

# Finite-difference Poisson equation, channel at node 0, gate at last node
h_nm = 0.1
cells = round((tunnel_nm + nitride_nm + blocking_nm) / h_nm)
first = round(tunnel_nm / h_nm)
last = round((tunnel_nm + nitride_nm) / h_nm)
eps_cell = np.full(cells, eps_oxide)
eps_cell[first:last] = eps_nitride
matrix = (np.diag(-(eps_cell[:-1] + eps_cell[1:]))
          + np.diag(eps_cell[1:-1], 1) + np.diag(eps_cell[1:-1], -1))
surface_potential = 0.8                # V, same at every threshold

def channel_field(gate_voltage, electrons_at_node):
    sheet = -q * electrons_at_node / area
    rhs = -sheet[1:-1] * h_nm * 1e-9 / epsilon_0
    rhs[0] -= eps_cell[0] * surface_potential
    rhs[-1] -= eps_cell[-1] * gate_voltage
    potential = np.linalg.solve(matrix, rhs)
    return (potential[0] - surface_potential) / (h_nm * 1e-9)

empty = np.zeros(cells + 1)
reference_voltage = 2.0
threshold_field = channel_field(reference_voltage, empty)

def numerical_shift(electrons_at_node):
    def mismatch(gate_voltage):
        field = channel_field(gate_voltage, electrons_at_node)
        return (field - threshold_field) / 1e8
    return brentq(mismatch, -20, 20, xtol=1e-12) - reference_voltage

for depth in (0.0, 2.0, 6.0):
    load = empty.copy()
    load[last - round(depth / h_nm)] = 1.0
    assert abs(numerical_shift(load) / electron_shift(depth) - 1) < 1e-6
load = empty.copy()
load[first:last + 1] = 1.0
load[[first, last]] = 0.5
load *= mean_number / load.sum()
shift_from_poisson_equation = numerical_shift(load)
assert abs(shift_from_poisson_equation - mean_shift) < 1e-6

# Master equation for capture one electron at a time
def captured_moments(a, scaled_time):
    states = np.arange(451)
    rate = np.exp(-a * states)
    rate[-1] = 0.0
    generator = np.diag(-rate) + np.diag(rate[:-1], -1)
    probability = expm(generator * scaled_time)[:, 0]
    assert abs(probability.sum() - 1) < 1e-8
    mean = probability @ states
    return mean, probability @ (states - mean)**2

free_mean, free_variance = captured_moments(0.0, mean_number)
assert abs(free_mean - mean_number) < 1e-5
assert abs(v * np.sqrt(free_variance) - sigma_main) < 1e-6
assert round(v * np.sqrt(free_variance), 1) == 0.2

volts_per_e_fold = 1.5
a = v / volts_per_e_fold
scaled_time = np.expm1(a * mean_number) / a
slow_mean, slow_variance = captured_moments(a, scaled_time)
slow_formula = -np.expm1(-2 * a * mean_number) / (2 * a)
# The formula is leading order in the fluctuations, hence the tolerance
assert abs(slow_mean - mean_number) < 1.0
assert abs(slow_variance / slow_formula - 1) < 0.02
sigma_slow = v * np.sqrt(slow_formula)

# Full distribution of the summed shift, on a lattice of v/100
lattice = 100
size = 2**16

def compound_sigma(cumulative):
    edges = (np.arange(size + 1) - 0.5) / lattice
    weights = np.diff(cumulative(edges))
    transform = np.fft.rfft(weights)
    power = np.ones_like(transform)
    total = np.zeros_like(transform)
    for k in range(401):
        total += poisson.pmf(k, mean_number) * power
        power *= transform
    density = np.fft.irfft(total, size)
    volts = np.arange(size) * v / lattice
    mean = density @ volts
    return np.sqrt(density @ (volts - mean)**2)

low = electron_shift(0.0) / v
high = electron_shift(nitride_nm) / v
c_depth = (high - low) / np.sqrt(12)
sigma_depth = sigma_main * np.sqrt(1 + c_depth**2)
sigma_exponential = sigma_main * np.sqrt(2)
depth_numeric = compound_sigma(
    lambda x: np.clip((x - low) / (high - low), 0, 1))
exponential_numeric = compound_sigma(
    lambda x: -np.expm1(-np.maximum(x, 0)))
assert abs(depth_numeric / sigma_depth - 1) < 1e-4
assert abs(exponential_numeric / sigma_exponential - 1) < 1e-4

# Finite number of traps, fixed or itself Poisson from cell to cell
traps = 800
filling = mean_number / traps
counts = np.arange(traps + 1)
fixed_pmf = binom.pmf(counts, traps, filling)
fixed_mean = fixed_pmf @ counts
fixed_variance = fixed_pmf @ (counts - fixed_mean)**2
sigma_traps = sigma_main * np.sqrt(1 - filling)
assert abs(v * np.sqrt(fixed_variance) - sigma_traps) < 1e-8
mixed_pmf = np.zeros(401)
for m in range(500, 1151):
    mixed_pmf += (poisson.pmf(m, traps)
                  * binom.pmf(np.arange(401), m, filling))
poisson_pmf = poisson.pmf(np.arange(401), mean_number)
assert np.max(np.abs(mixed_pmf - poisson_pmf)) < 1e-9

def coverage(multiple):
    k = np.arange(401)
    inside = np.abs(k - mean_number) <= multiple * np.sqrt(mean_number)
    return poisson_pmf[inside].sum()

print(f"mean captured number: {mean_number} electrons")
print(f"mean threshold shift: {mean_shift:.1f} V")
print(f"tunnel oxide thickness: {tunnel_nm:.1f} nm")
print(f"nitride thickness: {nitride_nm:.1f} nm")
print(f"blocking oxide thickness: {blocking_nm:.1f} nm")
print(f"relative permittivity, oxide: {eps_oxide:.1f}")
print(f"relative permittivity, nitride: {eps_nitride:.1f}")
print(f"cell area: {area * 1e18:.0f} nm^2")
print(f"side of square cell: {np.sqrt(area) * 1e9:.1f} nm")
print(f"effective capacitance: {capacitance * 1e18:.2f} aF")
print(f"mean shift per electron: {v * 1e3:.2f} mV")
print(f"shift per electron at blocking oxide: "
      f"{electron_shift(0.0) * 1e3:.2f} mV")
print(f"shift per electron at tunnel oxide: "
      f"{electron_shift(nitride_nm) * 1e3:.2f} mV")
print(f"total shift from Poisson equation: "
      f"{shift_from_poisson_equation:.4f} V")
print(f"standard deviation of number: "
      f"{np.sqrt(mean_number):.2f} electrons")
print(f"MAIN RESULT, threshold standard deviation: {sigma_main:.3f} V")
print(f"same from master equation: {v * np.sqrt(free_variance):.3f} V")
print(f"relative spread: {100 * sigma_main / mean_shift:.2f} %")
print(f"fraction within 1 standard deviation: {coverage(1):.3f}")
print(f"fraction within 3 standard deviations: {coverage(3):.4f}")
print(f"full width of +-3 standard deviations: {6 * sigma_main:.2f} V")
for number in (50, 800):
    print(f"spread for 3 V from {number} electrons: "
          f"{mean_shift / np.sqrt(number):.3f} V")
print(f"relative deviation c from uniform depth: {c_depth:.4f}")
print(f"spread with uniform depth: {sigma_depth:.4f} V")
print(f"spread with equal weights, same digits: {sigma_main:.4f} V")
print(f"spread with exponential weights: {sigma_exponential:.3f} V")
print(f"fixed number of traps: {traps}")
print(f"trap filling probability: {filling:.2f}")
print(f"spread with fixed traps: {sigma_traps:.3f} V")
print(f"shift that lowers capture rate by e: {volts_per_e_fold:.1f} V")
print(f"rate parameter a: {a:.4f} per electron")
print(f"self-limited number variance, formula: {slow_formula:.2f}")
print(f"self-limited number variance, master eq.: {slow_variance:.2f}")
print(f"self-limited mean number, master eq.: {slow_mean:.2f}")
print(f"self-limited spread, formula: {sigma_slow:.3f} V")
print("tests ok")
```

Running it gives:

```
mean captured number: 200 electrons
mean threshold shift: 3.0 V
tunnel oxide thickness: 4.0 nm
nitride thickness: 6.0 nm
blocking oxide thickness: 8.0 nm
relative permittivity, oxide: 3.9
relative permittivity, nitride: 7.5
cell area: 2957 nm^2
side of square cell: 54.4 nm
effective capacitance: 10.68 aF
mean shift per electron: 15.00 mV
shift per electron at blocking oxide: 12.55 mV
shift per electron at tunnel oxide: 17.45 mV
total shift from Poisson equation: 3.0000 V
standard deviation of number: 14.14 electrons
MAIN RESULT, threshold standard deviation: 0.212 V
same from master equation: 0.212 V
relative spread: 7.07 %
fraction within 1 standard deviation: 0.695
fraction within 3 standard deviations: 0.9973
full width of +-3 standard deviations: 1.27 V
spread for 3 V from 50 electrons: 0.424 V
spread for 3 V from 800 electrons: 0.106 V
relative deviation c from uniform depth: 0.0942
spread with uniform depth: 0.2131 V
spread with equal weights, same digits: 0.2121 V
spread with exponential weights: 0.300 V
fixed number of traps: 800
trap filling probability: 0.25
spread with fixed traps: 0.184 V
shift that lowers capture rate by e: 1.5 V
rate parameter a: 0.0100 per electron
self-limited number variance, formula: 49.08
self-limited number variance, master eq.: 49.13
self-limited mean number, master eq.: 200.19
self-limited spread, formula: 0.105 V
tests ok
```
